# Weibull Slope from the 10 and 63.2 Percent Failure Times: a program that tests the result

```python
"""Result under test: for a two-parameter Weibull law
    F(t) = 1 - exp(-(t/eta)**beta),
a ratio t63/t10 = 5 implies beta = -ln(-ln 0.9)/ln 5, about 1.40.
F: failed fraction; t: time; eta: scale time; beta: Weibull slope;
t10, t63: times at which F = 0.10 and F = 1 - 1/e.
The independent road integrates the density and searches for roots.
Neglected effects are sized for a low-k dielectric breakdown test.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import lognorm, norm, weibull_min

P10 = 0.10
P63 = 1.0 - np.exp(-1.0)
t10, t63 = 10.0, 50.0                     # hours
ratio = t63 / t10


def density(t, beta, eta):
    x = t / eta
    return beta / eta * x**(beta - 1.0) * np.exp(-x**beta)


def cdf_by_quadrature(t, beta, eta):
    return quad(density, 0.0, t, args=(beta, eta),
                epsabs=1e-11, epsrel=1e-10, limit=200)[0]


def percentile_by_search(p, beta, eta):
    return brentq(lambda t: cdf_by_quadrature(t, beta, eta) - p,
                  1e-3 * eta, 5.0 * eta, xtol=1e-10 * eta)


def ratio_by_search(beta, eta):
    return (percentile_by_search(P63, beta, eta)
            / percentile_by_search(P10, beta, eta))


# Derived slope against a search that uses only the density
y10 = np.log(-np.log(1.0 - P10))
y63 = np.log(-np.log(1.0 - P63))
beta = -y10 / np.log(ratio)
beta_search = brentq(lambda b: ratio_by_search(b, t63) - ratio,
                     1.05, 3.0, xtol=1e-9)
assert abs(beta - beta_search) < 1e-6
assert abs(beta - 1.40) < 0.005

# The scale time is the 63.2 percent time and does not affect the ratio
for b in (1.2, 2.0):
    assert abs(percentile_by_search(P63, b, t63) / t63 - 1.0) < 1e-7
assert abs(ratio_by_search(beta, 3.0) - ratio) < 1e-6
assert abs(ratio_by_search(beta, 700.0) - ratio) < 1e-6

# The ratio falls with slope and follows the derived power
trial_slopes = [1.1, 1.4, 2.0, 2.8]
trial_ratios = [ratio_by_search(b, t63) for b in trial_slopes]
assert np.all(np.diff(trial_ratios) < 0.0)
for b, r in zip(trial_slopes, trial_ratios):
    assert abs(r / (-np.log(0.9))**(-1.0 / b) - 1.0) < 1e-6

# Weibull plot: integrated failures lie on a straight line of slope beta
times = np.array([2.0, 5.0, 20.0, 80.0])
failed = np.array([cdf_by_quadrature(t, beta, t63) for t in times])
plot_y = np.log(-np.log(1.0 - failed))
assert np.allclose(np.diff(plot_y) / np.diff(np.log(times)), beta,
                   atol=1e-6)

# Literal reading of 63.2 percent
beta_literal = (np.log(-np.log(1.0 - 0.632)) - y10) / np.log(ratio)
assert abs(beta_literal - beta) < 5e-4

# Early failures: Weibull and lognormal through the same two percentiles
p_early = 0.001
t_early = t63 * (-np.log(1.0 - p_early))**(1.0 / beta)
assert abs(cdf_by_quadrature(t_early, beta, t63) / p_early - 1.0) < 1e-5
sigma = np.log(ratio) / (norm.ppf(P63) - norm.ppf(P10))
median_log = t63 * np.exp(-sigma * norm.ppf(P63))
assert abs(lognorm.cdf(t10, sigma, scale=median_log) - P10) < 1e-10
assert abs(lognorm.cdf(t63, sigma, scale=median_log) - P63) < 1e-10
t_early_log = lognorm.ppf(p_early, sigma, scale=median_log)
y_early = np.log(-np.log(1.0 - p_early))
slope_log_early = (y10 - y_early) / np.log(t10 / t_early_log)
assert slope_log_early > 1.2 * beta       # lognormal is not straight here

# Threshold time, checked with the library's shifted Weibull law
t0 = 2.0
ratio_shifted = (t63 - t0) / (t10 - t0)
beta_t0 = -y10 / np.log(ratio_shifted)
assert abs(weibull_min.cdf(t10, beta_t0, loc=t0, scale=t63-t0)-P10) < 1e-10
assert abs(weibull_min.cdf(t63, beta_t0, loc=t0, scale=t63-t0)-P63) < 1e-10
assert beta_t0 < beta

# Scatter of stress between dies: average F over normally spread conditions
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()


def mixed_ratio(b, log_scale_shift):
    def percentile(p):
        def excess(log_t):
            x = np.exp(b * (log_t - log_scale_shift))
            return np.sum(weights * -np.expm1(-x)) - p
        return np.exp(brentq(excess, -9.0, 4.0, xtol=1e-12))
    return percentile(P63) / percentile(P10)


def intrinsic_slope(log_scale_shift):
    return brentq(lambda b: mixed_ratio(b, log_scale_shift) - ratio,
                  1.0, 4.0)


spacing, spacing_sd = 35.0, 1.0           # nm
field, gamma = 4.0, 4.0                   # MV/cm, cm/MV
voltage = field * 1e8 * spacing * 1e-9    # V


def shift_from_spacing(s):
    return -gamma * field * (spacing / s - 1.0)


temperature, temperature_sd = 398.0, 1.0  # K
activation = 0.7                          # eV
temps = temperature + temperature_sd * nodes
shift_temp = (activation * charge / boltzmann
              * (1.0 / temps - 1.0 / temperature))
beta_spacing = intrinsic_slope(shift_from_spacing(
    spacing + spacing_sd * nodes))
beta_temp = intrinsic_slope(shift_temp)
log_sd_spacing = gamma * field * spacing_sd / spacing
log_sd_temp = (activation * charge * temperature_sd
               / (boltzmann * temperature**2))
assert abs(intrinsic_slope(np.zeros_like(nodes)) - beta) < 1e-8

rng = np.random.default_rng(12345)
n_random = 1_000_000
random_spacing = rng.normal(spacing, spacing_sd, n_random)
random_times = (np.exp(shift_from_spacing(random_spacing))
                * rng.weibull(beta_spacing, n_random))
q10, q63 = np.quantile(random_times, [P10, P63])
assert abs(q63 / q10 - ratio) < 0.06      # sampling error is near 0.01
assert beta_spacing > beta_temp > beta

# Two-percentile estimate from a finite set of test structures
n_devices, n_runs = 40, 20_000


def slope_range(samples):
    low, high = np.quantile(samples, [P10, P63], axis=1, method="weibull")
    return np.quantile(-y10 / np.log(high / low), [0.05, 0.50, 0.95])


range_a = slope_range(rng.weibull(beta, (n_runs, n_devices)))
uniform = 1.0 - rng.random((n_runs, n_devices))
range_b = slope_range((-np.log(uniform))**(1.0 / beta))
assert np.allclose(range_a, range_b, rtol=0.04)   # simulation noise

print(f"10 percent failure time t10: {t10:.1f} h")
print(f"63.2 percent failure time t63 = eta: {t63:.1f} h")
print(f"ratio t63/t10: {ratio:.3f}")
print(f"-ln(0.9): {-np.log(0.9):.6f}")
print(f"ln(-ln 0.9), ordinate at t10: {y10:.5f}")
print(f"ordinate at t63: {abs(y63):.5f}")
print(f"ln(t10 / 1 h): {np.log(t10):.5f}")
print(f"ln(t63 / 1 h): {np.log(t63):.5f}")
print(f"ln(ratio): {np.log(ratio):.5f}")
print(f"Weibull slope, formula: {beta:.5f}")
print(f"Weibull slope, density and root search: {beta_search:.5f}")
print(f"slope if 63.2 percent is read as 0.632: {beta_literal:.5f}")
for b, r in zip(trial_slopes, trial_ratios):
    print(f"t63/t10 by root search at slope {b:.1f}: {r:.3f}")
print(f"0.1 percent failure time, Weibull: {t_early:.3f} h")
print(f"lognormal sigma through same two points: {sigma:.4f}")
print(f"0.1 percent failure time, lognormal: {t_early_log:.3f} h")
print(f"lognormal/Weibull early time ratio: {t_early_log/t_early:.2f}")
print(f"lognormal mean plot slope, 0.1 to 10 percent: {slope_log_early:.3f}")
print(f"assumed threshold time: {t0:.1f} h")
print(f"ratio after subtracting threshold: {ratio_shifted:.3f}")
print(f"slope with threshold: {beta_t0:.4f}")
print(f"line spacing: {spacing:.1f} nm, scatter {spacing_sd:.1f} nm")
print(f"field: {field:.1f} MV/cm, voltage {voltage:.1f} V")
print(f"field acceleration gamma: {gamma:.1f} cm/MV")
print(f"spread of ln(eta) from spacing, first order: {log_sd_spacing:.3f}")
print(f"intrinsic slope if spacing scatter is present: {beta_spacing:.3f}")
print(f"temperature: {temperature:.0f} K, scatter {temperature_sd:.1f} K")
print(f"activation energy: {activation:.2f} eV")
print(f"spread of ln(eta) from temperature, first order: {log_sd_temp:.4f}")
print(f"intrinsic slope if temperature scatter is present: {beta_temp:.4f}")
print(f"structures per simulated test: {n_devices}")
print(f"number of simulated tests: {n_runs}")
print(f"estimated slope, 5th percentile of tests: {range_a[0]:.2f}")
print(f"estimated slope, median of tests: {range_a[1]:.2f}")
print(f"estimated slope, 95th percentile of tests: {range_a[2]:.2f}")
print("success")
```

Running it gives:

```
10 percent failure time t10: 10.0 h
63.2 percent failure time t63 = eta: 50.0 h
ratio t63/t10: 5.000
-ln(0.9): 0.105361
ln(-ln 0.9), ordinate at t10: -2.25037
ordinate at t63: 0.00000
ln(t10 / 1 h): 2.30259
ln(t63 / 1 h): 3.91202
ln(ratio): 1.60944
Weibull slope, formula: 1.39823
Weibull slope, density and root search: 1.39823
slope if 63.2 percent is read as 0.632: 1.39803
t63/t10 by root search at slope 1.1: 7.735
t63/t10 by root search at slope 1.4: 4.990
t63/t10 by root search at slope 2.0: 3.081
t63/t10 by root search at slope 2.8: 2.234
0.1 percent failure time, Weibull: 0.358 h
lognormal sigma through same two points: 0.9941
0.1 percent failure time, lognormal: 1.656 h
lognormal/Weibull early time ratio: 4.63
lognormal mean plot slope, 0.1 to 10 percent: 2.590
assumed threshold time: 2.0 h
ratio after subtracting threshold: 6.000
slope with threshold: 1.2560
line spacing: 35.0 nm, scatter 1.0 nm
field: 4.0 MV/cm, voltage 14.0 V
field acceleration gamma: 4.0 cm/MV
spread of ln(eta) from spacing, first order: 0.457
intrinsic slope if spacing scatter is present: 1.556
temperature: 398 K, scatter 1.0 K
activation energy: 0.70 eV
spread of ln(eta) from temperature, first order: 0.0513
intrinsic slope if temperature scatter is present: 1.3997
structures per simulated test: 40
number of simulated tests: 20000
estimated slope, 5th percentile of tests: 0.97
estimated slope, median of tests: 1.36
estimated slope, 95th percentile of tests: 1.96
success
```
